# Image shift of a three-beam grating from an odd pupil phase

A projection lens prints a grating of lines whose pitch is so small that three diffraction orders pass the pupil: the undiffracted beam and one first order on each side. The lens has some coma, and the printed lines are found beside their intended places. An implementer needs to know how far they move, in which direction, whether their width changes too, and whether refocusing alters the answer.

For coherent illumination along the axis, an odd aberration that adds the phase $+\varphi$ at order $+1$ and $-\varphi$ at order $-1$ displaces the whole intensity pattern by

$$\Delta=-\frac{p\,\varphi}{2\pi},\qquad I(x)=I_{\rm ref}(x-\Delta). \tag{1}$$

Here $p$ is the pitch at image scale and $I_{\rm ref}$ is the image with the odd aberration removed and everything else, including focus, left as it was. Positive $\Delta$ means motion towards $+x$. The phase $\varphi$ belongs to one first order; the phase difference between the two first orders is $2\varphi$.

## Image field and sign convention

The mask is a thin periodic object with transmission $m(x)$, lit by one plane wave along the axis. Its order amplitudes are

$$a_n=\frac1p\int_{-p/2}^{p/2}m(x)\,e^{-2\pi i n x/p}\,dx .$$

The lens multiplies order $n$ by $e^{i\varphi_n}$, so the image field is

$$E(x)=\sum_{n=-1}^{1}a_n\,e^{i\varphi_n}\,e^{2\pi i n x/p}. \tag{2}$$

The minus sign in (1) comes from the equal signs of the two exponents in (2). Code that applies the pupil phase as $e^{-i\varphi_n}$ but keeps $e^{+2\pi i n x/p}$ gets $\Delta=+p\varphi/2\pi$. Reversing both exponents restores the minus sign, so the relative sign is what must be looked up in an existing program.

With wavelength $\lambda$, numerical aperture NA and air on the image side, order $+1$ leaves the lens at an angle whose sine is $\lambda/p$. In a pupil coordinate $s$ that equals $\pm1$ at the edge, the first orders lie at $s=\pm\rho$, where

$$\rho=\frac{\lambda}{p\,{\rm NA}} .$$

The first orders pass if $\rho\le1$, and the second orders are blocked if $2\rho>1$. Three beams are therefore guaranteed for $\lambda/{\rm NA}\le p<2\lambda/{\rm NA}$.

## Why the image moves rigidly

Any three phases can be written as

$$\varphi_n=\varphi_0+n\,\delta+n^2\psi,\qquad
\delta=\frac{\varphi_{+1}-\varphi_{-1}}2,\qquad
\psi=\frac{\varphi_{+1}+\varphi_{-1}}2-\varphi_0. \tag{3}$$

For $n=0$ this is an identity. For $n=\pm1$ the right side is $\varphi_0\pm\delta+\psi$, and inserting the definitions gives $\varphi_{\pm1}$. The odd part is $\delta$ and the even part, measured from the central beam, is $\psi$.

Insert (3) into (2) and combine the two exponents that are linear in $n$:

$$E(x)=e^{i\varphi_0}\sum_{n=-1}^{1}a_n e^{in^2\psi}
\exp\!\left[\frac{2\pi i n}{p}\left(x+\frac{p\,\delta}{2\pi}\right)\right]. \tag{4}$$

The sum is the field for $\delta=0$, evaluated at $x+p\delta/2\pi$. The common factor $e^{i\varphi_0}$ has modulus one and drops out of $I=|E|^2$. Hence $I(x)=I_{\delta=0}(x+p\delta/2\pi)$. If the odd aberration is the sole source of $\delta$, then $\delta=\varphi$ and (1) follows.

No expansion in small phases was made, and the $a_n$ were left arbitrary. The reason for the result is that an odd function sampled at $-1,0,1$ is necessarily proportional to $n$. Three beams cannot distinguish coma from a tilt of suitable size, and a phase linear in order number is a translation.

The freedom in $a_n$ has two uses. For a vector field, each Cartesian component has its own amplitudes, with direction factors included. If the pupil phase does not depend on polarisation, each component obeys (4) with the same $\delta$, so the sum of their squared moduli moves by the same $\Delta$. An odd phase that differs between the two polarisations shifts their contributions by different amounts, and the total image is then in general not a rigid copy. Likewise, at a given depth in a laterally uniform film stack, transmission and reflection multiply each order by a constant that can be absorbed into $a_n$. The shift caused by the odd aberration is then the same at every depth.

## Shape, edges and focus

For a grating symmetric about $x=0$ with real amplitudes $a_{+1}=a_{-1}=a_1$, put $u=2\pi x/p+\delta$. The two first orders combine into a cosine:

$$E=e^{i\varphi_0}\left(a_0+2a_1e^{i\psi}\cos u\right).$$

The squared modulus is the sum of the two squared terms and twice the real part of their product:

$$I=a_0^2+4a_0a_1\cos\psi\,\cos u+4a_1^2\cos^2u. \tag{5}$$

The odd phase appears inside $u$ and sets the position. The even phase appears as $\cos\psi$ and sets the shape.

If the resist edge lies where $I$ equals a threshold $t$, (5) is a quadratic equation for $c=\cos u$:

$$c_\pm=\frac{-a_0\cos\psi\pm\sqrt{t-a_0^2\sin^2\psi}}{2a_1}. \tag{6}$$

When $|c_+|<1$ and $c_-<-1$, there is one bright line per period, with edges at $u=\pm\arccos c_+$. Converting $u$ to $x$ gives

$$x_{\rm edge}=\Delta\pm\frac{p}{2\pi}\arccos c_+,\qquad
w=\frac p\pi\arccos c_+ . \tag{7}$$

Both edges move by $\Delta$, and the width $w$ does not contain the odd phase. More generally, any resist model that acts in the same way at every $x$, such as a uniform blur followed by a threshold, passes the translation on unchanged.

Defocus by a distance $z$ adds the propagation phase of each plane wave. Measured from the axial wave, it is

$$\varphi_z(s)=\frac{2\pi z}{\lambda}\left[\sqrt{1-{\rm NA}^2s^2}-1\right]. \tag{8}$$

This is even in $s$. For axial illumination it enters $\psi$ and leaves $\delta$ alone, so, as long as (7) applies, the symmetric grating keeps its displaced centre through focus while its width generally changes. The exception is the threshold $t=a_0^2$: by (5) the intensity at $\cos u=0$ is $a_0^2$ for every $\psi$, so the width stays at $p/2$.

An asymmetric mask needs more care. With $\delta=0$, the coefficient of $e^{2\pi i x/p}$ in $I$ is

$$I_1=a_{+1}a_0^*e^{i\psi}+a_0a_{-1}^*e^{-i\psi}.$$

For real amplitudes this equals $a_0[(a_{+1}+a_{-1})\cos\psi+i(a_{+1}-a_{-1})\sin\psi]$. If $a_0\ne0$ and the first orders have unequal magnitudes, its phase varies with $\psi$, and the reference image itself can wander through focus. A mask with real transmission does not do this: it has $a_{-1}=a_{+1}^*$, so $I_1=2a_0a_{+1}\cos\psi$ keeps its phase apart from a change of sign. Equation (1) still gives the displacement between images with and without the odd aberration at equal focus. It does not promise that the absolute position is independent of focus.

## Worked example

Take the round parameters $\lambda=193$ nm, NA $=0.85$ and $p=250$ nm. Half of each period is open, centred on $x=0$, so

$$a_0=\frac12,\qquad a_1=\frac1p\int_{-p/4}^{p/4}\cos\frac{2\pi x}{p}\,dx=\frac1\pi=0.3183.$$

The electric field is parallel to the lines, which makes the scalar sum (2) appropriate, and the pupil transmission is uniform. Intensities are relative to the clear field, the image of a fully open mask. The threshold is $t=0.30$.

The aberration is coma with coefficient $c_{\rm w}=0.05$ waves, oriented along the diffraction direction:

$$\varphi(s)=2\pi c_{\rm w}(3s^3-2s). \tag{9}$$

The first order lies at $\rho=193/(250\times0.85)=0.9082$, where the polynomial is $3\rho^3-2\rho=0.4311$. Thus

$$\varphi=2\pi\times0.05\times0.4311=0.1354\ {\rm rad},$$

$$\Delta=-\frac{250\ {\rm nm}\times0.1354}{2\pi}=-5.39\ {\rm nm}.$$

The following centres and widths were obtained by summing the orders and locating the threshold crossings with a bracketing root finder. The even phase is $\psi=\varphi_z(\rho)$.

| $z$ (nm) | $\psi$ (rad) | centre (nm) | width (nm) |
|---:|---:|---:|---:|
| 0 | 0.000 | −5.39 | 119.0 |
| 25 | −0.297 | −5.39 | 118.8 |
| 50 | −0.593 | −5.39 | 117.9 |

The centre stays at the predicted place. The widths agree to the digits shown with those found for zero coma. Equation (6) explains the first one: at $\psi=0$, $c_+=(-0.5+\sqrt{0.30})/(2\times0.3183)=0.075$, and (7) gives 119.0 nm. The other root lies below $-1$, so it adds no edge. The widths belong to the uniform-pupil model. The radiometric factor of a 4× aplanatic reduction lens raises the first-order amplitudes and widens these lines by 1.2 to 1.4 nm; being even in $s$, it leaves the centre unchanged.

## The focus at which the period halves

The term in (5) with the full grating period vanishes when $\cos\psi=0$. By (8), the first such focus on the positive side satisfies

$$\frac{2\pi z_{1/2}}{\lambda}\left[1-\sqrt{1-\lambda^2/p^2}\right]=\frac\pi2,$$

and therefore

$$z_{1/2}=\frac{\lambda}{4\left[1-\sqrt{1-\lambda^2/p^2}\right]}. \tag{10}$$

In the example, $z_{1/2}=132.4$ nm. There $I=a_0^2+4a_1^2\cos^2u$ has period $p/2$. The translation theorem still holds, but a measured displacement can be assigned only modulo $p/2$, instead of modulo $p$.

Just beyond this focus $\cos\psi$ is negative. The intensities at $u=0$ and $u=\pi$ differ by $8a_0a_1\cos\psi$, so the higher maximum changes from one to the other. A routine that follows the highest peak then reports a jump of $p/2$. This jump is caused by the even phase and must not be counted as an aberration shift.

A safer comparison uses the first Fourier coefficients of the two images at the same focus. Translation by $\Delta$ multiplies $I_1$ by $e^{-2\pi i\Delta/p}$, so

$$\Delta=-\frac p{2\pi}\arg\frac{I_1}{I_{1,{\rm ref}}}\pmod p,$$

provided that $I_{1,{\rm ref}}\ne0$. Near $z_{1/2}$ this coefficient is small and the estimate becomes sensitive to noise.

## Tilt and coma as functions of pitch

The factor $p$ in (1) does not mean that the shift grows in proportion to pitch, because the sampled phase also changes. For a tilt of $t_{\rm w}$ waves, $\varphi=2\pi t_{\rm w}\rho$. Since $p\rho=\lambda/{\rm NA}$,

$$\Delta_{\rm tilt}=-p\,t_{\rm w}\rho=-\frac{t_{\rm w}\lambda}{\rm NA}. \tag{11}$$

All pitches move together. For coma, take one factor $\rho$ out of (9) and use the same product:

$$\Delta_{\rm coma}=-p\,c_{\rm w}\rho(3\rho^2-2)
=-\frac{c_{\rm w}\lambda}{\rm NA}(3\rho^2-2). \tag{12}$$

For $c_{\rm w}=0.05$ this becomes:

| $p$ (nm) | $\rho$ | coma shift (nm) |
|---:|---:|---:|
| 240.0 | 0.946 | −7.78 |
| 250.0 | 0.908 | −5.39 |
| 278.1 | 0.816 | 0.00 |
| 320.0 | 0.710 | 5.56 |
| 400.0 | 0.568 | 11.73 |

A tilt of 0.05 waves would move every one of these gratings by −11.35 nm. The coma shift instead changes sign at $\rho=\sqrt{2/3}$, where the polynomial in (9) is zero. A zero shift at one pitch is therefore no evidence that coma is absent.

The coma shifts at the limits of the guaranteed three-beam range follow from (12). At $\rho=1$ the coma shift is $-c_{\rm w}\lambda/{\rm NA}$. As $\rho$ approaches $1/2$ from above, it approaches $+1.25\,c_{\rm w}\lambda/{\rm NA}$. An added tilt $t_{\rm w}=-c_{\rm w}(3\rho^2-2)$ cancels the displacement at one chosen pitch. It cannot make the displacements of two different pitches in this range zero together, because $\rho^2$ differs between them. Periodic images fix a displacement only modulo the pitch, so a larger tilt could hide both shifts if their difference happened to equal $m_1p_1-m_2p_2$ for integers $m_1,m_2$. This is a special coincidence: for 240 and 250 nm such combinations are multiples of 10 nm, while the coma shifts differ by 2.39 nm, so no tilt does it.

## Tilted illumination

Let the illuminating plane wave meet the pupil at $s=\sigma$. The three orders then lie at $\sigma$ and $\sigma\pm\rho$, and all must fit inside the pupil, while the second orders at $\sigma\pm2\rho$ must stay outside it. The field gains a common carrier $e^{2\pi i\sigma{\rm NA}x/\lambda}$, which drops out of the intensity. Equation (4) remains valid with

$$\delta=\tfrac12[\Phi(\sigma+\rho)-\Phi(\sigma-\rho)], \tag{13}$$

where $\Phi$ is the total pupil phase, including defocus. An even pupil function can now contribute to $\delta$, because the two first orders no longer sit at opposite pupil points.

For coma, the cubic terms give

$$\frac{(\sigma+\rho)^3-(\sigma-\rho)^3}{2}=\rho^3+3\rho\sigma^2,$$

while the linear terms give $\rho$. The polynomial $3\rho^3-2\rho$ is replaced by $3\rho^3-2\rho+9\rho\sigma^2$, and the additional shift is $-9c_{\rm w}\lambda\sigma^2/{\rm NA}$. For $\sigma=0.05$ in the 250 nm example it is −0.26 nm, which takes the centre from −5.39 to −5.64 nm at $z=0$. With tilted illumination coma also enters the even phase $\psi=\tfrac12[\Phi(\sigma+\rho)+\Phi(\sigma-\rho)]-\Phi(\sigma)$, to which it adds $18\pi c_{\rm w}\sigma\rho^2=0.117$ rad. The width then depends on the coma, and the focus of highest contrast moves from $z=0$ to $z\approx9.8$ nm, where the centre is −4.99 nm.

For defocus, (8) and (13) give

$$\Delta_z=-\frac{pz}{2\lambda}\left[\sqrt{1-{\rm NA}^2(\sigma+\rho)^2}
-\sqrt{1-{\rm NA}^2(\sigma-\rho)^2}\right].$$

The derivative of $\sqrt{1-{\rm NA}^2s^2}$ at $s=\rho$ is $-{\rm NA}^2\rho/\sqrt{1-{\rm NA}^2\rho^2}$. To first order in $\sigma$ the bracket is $2\sigma$ times this derivative. With $p\rho\,{\rm NA}=\lambda$,

$$\Delta_z\simeq\frac{z\,\sigma\,{\rm NA}}{\sqrt{1-\lambda^2/p^2}} . \tag{14}$$

At $z=50$ nm the estimate is 3.34 nm. The threshold edges of the full order sum give a centre of −2.28 nm, a motion of 3.36 nm from its place at $z=0$. A small illumination tilt thus makes the grating move through focus by an amount comparable with its coma shift.

A partially coherent source adds the intensities from many values of $\sigma$. Each three-beam contribution has its own $\delta$ and $\psi$, so the sum need not be a translated copy of the unaberrated image. An implementation should apply the pupil phases at each source point and add the intensities before it determines a displacement.

## When the second orders enter

At larger pitch the pupil can admit orders $\pm2$. Let an odd aberration add $\varphi_1$ at order $+1$ and $\varphi_2$ at order $+2$. The field is translated as before if $\varphi_2=2\varphi_1$, up to a multiple of $2\pi$. Tilt satisfies this condition. Coma generally leaves the phase

$$\varepsilon=\varphi_2-2\varphi_1$$

at order $+2$, and $-\varepsilon$ at order $-2$, after the translation belonging to $\varphi_1$ has been taken out.

For a symmetric grating at best focus, the field in the shifted coordinate $u$ is

$$E(u)=a_0+2a_1\cos u+2a_2\cos(2u+\varepsilon).$$

It is real, so $I(u)-I(-u)=[E(u)-E(-u)][E(u)+E(-u)]$. Expanding the last cosine gives

$$I(u)-I(-u)=-8a_2\sin\varepsilon\,\sin2u\,
(a_0+2a_1\cos u+2a_2\cos\varepsilon\cos2u).$$

If $a_1\ne0$ and $a_2\sin\varepsilon\ne0$, the right side is not zero for all $u$, and the image is no longer symmetric about the position predicted from the first orders.

As a second case, keep the lens and the coma but set $p=500$ nm and the open fraction to 0.35, for which $a_2\ne0$. Orders up to $\pm2$ pass. Equation (9) gives $\varphi_1=-0.197$ rad and $\varphi_2=0.135$ rad, hence $\varepsilon=0.530$ rad. The unaberrated image was moved over a full period in steps of 0.1 nm and compared with the comatic image on a grid of 301 points. At the best of these shifts, the largest intensity difference was still 0.038 of the clear field; with a finer grid and a continuously refined shift it is 0.037. In this case a single displacement does not describe the image, and different thresholds report different line centres: 8.4, 5.3 and 3.1 nm for $t=0.1$, 0.3 and 0.8, against the 15.7 nm predicted from the first orders alone.

Numerical values quoted here were computed with a short program.
